\section*{Double hysteresis loops without remanence above a first-order ferroelectric transition}

\section*{Question}

I am stuck on an exercise about a ferroelectric with a first-order transition. The free energy density is
\begin{equation}
F(P)=\tfrac12 a(T-T_0)P^2-\tfrac14 bP^4+\tfrac16 cP^6,
\qquad a,b,c>0,
\label{eq:F}
\end{equation}
and $T_c$ is the temperature at which the polar and nonpolar states have equal free energy at zero field. I have to find the temperature window in the paraelectric phase where the material shows double hysteresis loops but has no remanent metastable state, and to show that its width is $\tfrac{16}{15}(T_c-T_0)$.

My reasoning was that above $T_c$ the zero-field state is paraelectric, so the window should start at $T_c$. It should end where a field can no longer produce a jump in $P$. For that upper end I get $T_0+\tfrac{12}{5}(T_c-T_0)$, so my width is $\tfrac{12}{5}-1=\tfrac75$ in units of $T_c-T_0$, not $\tfrac{16}{15}$. Is my upper end wrong, or does the window start somewhere else? I would also like to see what the loops look like on either side of the correct boundary.

\section*{Answer}

Your upper end is right; the lower end is the problem. At $T_c$ the polar state stops being the \emph{lowest} minimum at zero field, but it is still a minimum. A sample brought back from high field can stay in it, and that is the remanent metastable state which the exercise excludes. The window starts at the higher temperature where this minimum disappears.

\subsection*{What is being assumed}

Take $P$ to be uniform and along one axis, and $a,b,c$ to be independent of temperature. In a field $E$ the function to be minimised is $G=F-EP$. Write $\alpha=a(T-T_0)$ and $x=P^2$. Stationary states satisfy $\partial G/\partial P=0$, which is
\begin{equation}
E(P)=\alpha P-bP^3+cP^5 ,
\label{eq:E}
\end{equation}
and a stationary state is a local minimum if $\partial^2G/\partial P^2=dE/dP>0$.

The field is swept slowly, and the sample stays in its local minimum until that minimum vanishes. It then moves downhill in $G$ to the next one. Nucleation of the other state is therefore left out; I return to it below. The field amplitude is taken large enough to drive the sample into the polar state.

Three temperatures matter. Each follows from completing a square, which also shows on which side of the threshold the property holds.

\subsection*{Equal depth: $T_c$}

For $P\neq0$, divide $F$ by $P^2$:
\begin{align}
\frac{F}{P^2}&=\frac{\alpha}{2}-\frac{b}{4}x+\frac{c}{6}x^2 \nonumber\\
&=\frac c6\left(x-\frac{3b}{4c}\right)^2
+\frac12\left(\alpha-\frac{3b^2}{16c}\right).
\label{eq:sq1}
\end{align}
The square contributes $\frac c6\cdot\frac{9b^2}{16c^2}=\frac{3b^2}{32c}$, which the last term subtracts again. If $\alpha>3b^2/(16c)$, every polar state has $F>0=F(0)$, so the nonpolar state is lowest. If $\alpha$ is smaller, some polar state has $F<0$. Equality defines $T_c$:
\begin{equation}
T_c-T_0=\frac{3}{16}\,\frac{b^2}{ac},\qquad P^2=\frac{3b}{4c}\ \text{ at } T_c .
\label{eq:Tc}
\end{equation}

\subsection*{Loss of the remanent state: $T_1$}

A remanent state is a minimum with $P\neq0$ at $E=0$. Dividing \eqref{eq:E} by $P$ gives
\begin{equation}
\frac{E(P)}{P}=\alpha-bx+cx^2
=c\left(x-\frac{b}{2c}\right)^2+\alpha-\frac{b^2}{4c}.
\label{eq:sq2}
\end{equation}
For $\alpha>b^2/(4c)$ the right side is positive for every $P$, so $E=0$ has the single solution $P=0$. For $0<\alpha<b^2/(4c)$ it has two zeros,
\begin{equation}
x=\frac{b\pm\sqrt{b^2-4\alpha c}}{2c}.
\label{eq:rem}
\end{equation}
To see which one is stable, differentiate \eqref{eq:E} and use $\alpha=bx-cx^2$, valid at these zeros:
\begin{equation}
\frac{dE}{dP}=\alpha-3bx+5cx^2=-2bx+4cx^2=2x(2cx-b).
\end{equation}
This is positive for the upper sign, a minimum, and negative for the lower sign, the barrier between the polar and nonpolar states. As $T$ rises, minimum and barrier approach each other and merge at $x=b/(2c)$. There $E(P)$ touches zero without changing sign, so $F$ has a horizontal inflection and no minimum. Hence
\begin{equation}
T_1-T_0=\frac14\,\frac{b^2}{ac}=\frac{1/4}{3/16}(T_c-T_0)=\frac43(T_c-T_0).
\label{eq:T1}
\end{equation}

\subsection*{Loss of the field-induced jump: $T_2$}

A jump requires a range of $P$ in which the state is unstable, $dE/dP<0$. Again complete the square:
\begin{equation}
\frac{dE}{dP}=\alpha-3bx+5cx^2
=5c\left(x-\frac{3b}{10c}\right)^2+\alpha-\frac{9b^2}{20c}.
\label{eq:sq3}
\end{equation}
For $\alpha\ge 9b^2/(20c)$ this is never negative, and it vanishes at most at isolated points. Then $E(P)$ is strictly increasing, each field has one state, and there is no hysteresis. For smaller $\alpha$ an unstable range exists. Therefore
\begin{equation}
T_2-T_0=\frac{9}{20}\,\frac{b^2}{ac}=\frac{9/20}{3/16}(T_c-T_0)=\frac{12}{5}(T_c-T_0),
\label{eq:T2}
\end{equation}
which is your upper end.

\subsection*{The loops between $T_1$ and $T_2$}

It remains to show that the hysteresis between these temperatures really consists of two separate loops. The zeros of \eqref{eq:sq3} are
\begin{equation}
P_\pm^2=\frac{3b\pm\sqrt{9b^2-20\alpha c}}{10c},
\label{eq:Ppm}
\end{equation}
both positive because $\alpha>0$. For $P>0$ the curve $E(P)$ rises from zero to $E_{\rm up}=E(P_-)$, falls to $E_{\rm down}=E(P_+)$, and rises again. Since $T>T_1$, equation \eqref{eq:sq2} says that $E(P)>0$ for all $P>0$. So
\begin{equation}
0<E_{\rm down}<E_{\rm up}\qquad (T_1<T<T_2).
\label{eq:order}
\end{equation}

Now follow a falling field from a large positive value.
\begin{enumerate}
\item The sample is on the outer branch, $P>P_+$, until $E=E_{\rm down}$, where this branch ends.
\item It moves downhill in $G$ to the inner branch, $0<P<P_-$, which does have a state at this field because $E$ runs there from $0$ to $E_{\rm up}>E_{\rm down}$. It cannot go on to negative $P$, since all states with $P<0$ belong to $E<0$.
\item The inner branch leads continuously through $P=0$ at $E=0$. It remains stable for all $|P|<P_-$.
\item At $E=-E_{\rm up}$ the inner branch ends and the sample jumps to the outer branch of negative polarization.
\end{enumerate}
The rising sweep is the mirror image, because $E(P)$ is odd. Rising and falling curves differ for $E_{\rm down}<|E|<E_{\rm up}$ and coincide elsewhere: there is one loop at each sign of the field, with a reversible stretch through the origin.

This establishes the window $T_1<T<T_2$. Below $T_1$ there is a remanent minimum, and from $T_2$ upwards there is no loop. Subtracting \eqref{eq:T1} from \eqref{eq:T2},
\begin{equation}
T_2-T_1=\left(\frac{12}{5}-\frac43\right)(T_c-T_0)
=\frac{36-20}{15}(T_c-T_0)=\frac{16}{15}(T_c-T_0).
\label{eq:width}
\end{equation}
Your $\tfrac75(T_c-T_0)$ is the width of a different range, $T_c<T<T_2$, in which the nonpolar state is the equilibrium state at zero field and a field can still produce a discontinuous transition.

\subsection*{The switching fields, and what changes at $T_1$}

The fields have a compact form. At either limit of stability $dE/dP=0$, so $\alpha=3bP^2-5cP^4$. Inserting this in \eqref{eq:E},
\begin{align}
E&=(3bP^2-5cP^4)P-bP^3+cP^5 \nonumber\\
&=2bP^3-4cP^5=2P^3\left(b-2cP^2\right).
\label{eq:Esw}
\end{align}
At $P_-$ this is positive, since $P_-^2<3b/(10c)<b/(2c)$. At $P_+$ the sign depends on temperature. The condition $P_+^2<b/(2c)$ reads $\sqrt{9b^2-20\alpha c}<2b$, or $\alpha>b^2/(4c)$, which is $T>T_1$. So $T_1$ is also the temperature at which the lower switching field passes through zero. Just below it, the field must be reversed to remove the polar state.

The temperature dependence of the fields is equally simple. In $E(P_\pm(\alpha),\alpha)$ the change of $P_\pm$ does not contribute to first order, because $\partial E/\partial P=0$ there. The explicit dependence on $\alpha$ leaves
\begin{equation}
\frac{dE_{\rm up}}{d\alpha}=P_-,\qquad
\frac{dE_{\rm down}}{d\alpha}=P_+ .
\end{equation}
Both fields rise on heating, and the lower one rises faster because $P_+>P_-$. The loops move outwards and become narrower until they close at $T_2$, where $P_+=P_-$. With $P^2=3b/(10c)$ in \eqref{eq:Esw}, the end point is
\begin{equation}
P_2=\sqrt{\frac{3b}{10c}},\qquad
E_2=2P_2^3\left(b-\frac{3b}{5}\right)=\frac45\,bP_2^3 .
\label{eq:end}
\end{equation}

\subsection*{Numbers}

I use round model parameters, not those of a particular material:
$T_0=380$~K, $a=8\times10^5~\mathrm{V\,m\,C^{-1}\,K^{-1}}$,
$b=8\times10^8~\mathrm{V\,m^5\,C^{-3}}$ and
$c=10^{10}~\mathrm{V\,m^9\,C^{-5}}$. The common temperature scale is
\begin{equation}
\frac{b^2}{ac}=\frac{6.4\times10^{17}}{8\times10^{15}}~\mathrm K=80~\mathrm K .
\end{equation}
Multiplying by $\frac3{16}$, $\frac14$ and $\frac9{20}$ gives offsets from $T_0$ of 15, 20 and 36~K, so
\begin{equation}
T_c=395~\mathrm K,\qquad T_1=400~\mathrm K,\qquad T_2=416~\mathrm K .
\end{equation}
The window is 16~K wide, and $\frac{16}{15}\times15~\mathrm K=16~\mathrm K$.

\textbf{Inside the window, 408~K.} Here $\alpha=8\times10^5\times28=2.24\times10^7$~V\,m/C, and \eqref{eq:Ppm} gives
\begin{equation}
P_\pm^2=\frac{2.4\times10^9\pm\sqrt{1.28\times10^{18}}}{10^{11}}~\mathrm{C^2/m^4},
\end{equation}
so that $P_-=0.1126$ and $P_+=0.1879~\mathrm{C/m^2}$. From \eqref{eq:Esw},
\begin{align}
E_{\rm down}&=2(0.18792)^3\left[8\times10^8-2\times10^{10}(0.18792)^2\right]\mathrm{V/m}\nonumber\\
&\approx1.24~\mathrm{MV/m},\\
E_{\rm up}&=2(0.1126)^3\left[8\times10^8-2\times10^{10}(0.1126)^2\right]\mathrm{V/m}\nonumber\\
&\approx1.56~\mathrm{MV/m}.
\end{align}
To obtain the whole loop I changed the field in steps of 0.002~MV/m and, at each step, let $P$ move downhill in $G$ on a fine grid. On the falling sweep $P$ drops from 0.188 to $0.065~\mathrm{C/m^2}$ at 1.242~MV/m, is zero at zero field, and jumps from $-0.110$ to $-0.220~\mathrm{C/m^2}$ at $-1.562$~MV/m. Each jump appears at the first sampled field beyond the limit of stability. The amplitude matters: a sample that starts at $P=0$ and is cycled to only 1.5~MV/m stays on the inner branch and shows no loop.

\textbf{Between $T_c$ and $T_1$, 397~K.} This temperature belongs to your window but not to the correct one. Now $\alpha=8\times10^5\times17=1.36\times10^7$~V\,m/C, and the upper sign in \eqref{eq:rem} gives
\begin{equation}
P_r=\left[\frac{8\times10^8+\sqrt{9.6\times10^{16}}}{2\times10^{10}}\right]^{1/2}\mathrm{C/m^2}
\approx0.236~\mathrm{C/m^2}.
\end{equation}
The sample keeps this polarization when the field returns to zero, although the nonpolar state is lower in free energy. The switching fields are $E_{\rm up}=0.711$ and $E_{\rm down}=-0.484$~MV/m. The same stepwise sweep shows a reversal in two stages: $P$ goes from 0.205 to $-0.039~\mathrm{C/m^2}$ at $-0.486$~MV/m, and from $-0.078$ to $-0.251~\mathrm{C/m^2}$ at $-0.712$~MV/m. It stops in between because the inner branch is still stable at the first jump: its limit is at $-0.711$~MV/m. There are still two jumps per half cycle, as at 408~K, so counting jumps does not distinguish the two cases. The difference is that the first jump now comes after the field has changed sign. The two stages are not found all the way down to $T_c$: they require $|E_{\rm down}|<E_{\rm up}$, which for these parameters holds above 396~K. Between 395 and 396~K the inner branch has already ended when the polar state becomes unstable, and $P$ reverses in a single jump.

\textbf{Above the window, 420~K.} The sweep shows no jump. The end point \eqref{eq:end} has already been passed at 416~K, with $P_2=0.155~\mathrm{C/m^2}$ and $E_2=2.38$~MV/m.

\subsection*{When the factor $16/15$ holds}

\textbf{Nucleation.} The result concerns local stability. Inside the window there is a field $E_{\rm eq}$ at which the two minima of $G$ are equally deep. It lies between $E_{\rm down}$ and $E_{\rm up}$: at the first the outer state is about to run downhill to the inner one, at the second the reverse holds, and the difference in $G$ changes continuously in between. At 408~K, solving numerically for equal depth gives $E_{\rm eq}=1.415$~MV/m. If the new state nucleates before the old one becomes unstable, the jumps move towards $E_{\rm eq}$ and the loops narrow. Between $T_c$ and $T_1$ nucleation can also remove the remanent state during the experiment. An observed onset of separate loops can then lie below $T_1$, even though the metastable minimum still exists.

\textbf{Approach to the tricritical point.} As $b\to0$ at fixed $a$ and $c$, all three offsets shrink as $b^2$. The ratio $16/15$ is unchanged, but the window closes. Halving $b$ in the example would reduce it from 16 to 4~K. The end-point field falls faster, since \eqref{eq:end} gives $E_2\propto b^{5/2}$. At $b=0$, equation \eqref{eq:E} gives $dE/dP=\alpha+5cP^4>0$ for all $T>T_0$, and there are no double loops.

\textbf{Temperature-dependent coefficients.} The ratio relies on $b^2/(ac)$ being the same at all three temperatures. Suppose instead that $b=b_0[1-\beta(T-T_0)]$ with small $\beta$, and set $u=b_0^2/(ac)$. Each offset $\theta=T-T_0$ then solves $\theta=ku(1-\beta\theta)^2$ with $k=\frac3{16},\frac14,\frac9{20}$. To first order in $\beta$, $\theta=ku-2\beta k^2u^2$, so
\begin{align}
T_2-T_1&=\frac u5-2\beta u^2\left(\frac{81}{400}-\frac1{16}\right)
=\frac u5\left(1-\frac75\beta u\right),\\
T_c-T_0&=\frac{3u}{16}\left(1-\frac38\beta u\right),\\
\frac{T_2-T_1}{T_c-T_0}&=\frac{16}{15}\left(1-\frac{41}{40}\beta u\right).
\end{align}
With $u\approx\frac{16}3(T_c-T_0)$ the relative correction is $-\frac{82}{15}\beta(T_c-T_0)$. If $b$ falls by 1\% between $T_0$ and $T_c$, the ratio falls by about 5\%. A uniform reduction of $b$ would leave the ratio unchanged. It falls here because $b$ is reduced by different amounts at the three temperatures: to first order by 1\% at $T_c$, 1.3\% at $T_1$ and 2.4\% at $T_2$. The offsets depend on $b^2$, which doubles these relative changes, and the window is a difference of two offsets, which makes its relative change larger still. A $P^8$ term would also change the three conditions, so $16/15$ belongs to the sixth-order free energy with constant $b$ and $c$.

Numbers in the example were calculated in double precision.
